# Silicon supercell for a phosphorus impurity band narrower than 1 meV

## Problem

A silicon supercell contains one phosphorus donor. Periodic repetition turns the donor level into a band. Describe the donor electron by a hydrogenic envelope of Bohr radius $a=2.0$ nm in a medium of relative permittivity $\varepsilon=11.7$, and take the lattice constant as $a_0=0.543$ nm (rough values). How large must a cubic supercell be for the band width to fall below 1 meV? How far do the anisotropic mass and the short-range potential of the donor move the answer?

## Solution

### The model and its band

The cell has side $L=na_0$ and holds $8n^3$ atoms. One electron moves in the potential of a cubic lattice of positive point charges, made neutral by a uniform background. The background is a simplification: in a neutral supercell the other donors carry their own electrons. The effect of this difference is estimated in the section on the level position. The energy scale is

$$
\mathrm{Ry}^*=\frac{e^2}{8\pi\varepsilon_0\varepsilon a}=30.77\ \text{meV}.
$$

In the derivation, lengths are in units of $a$ and energies in units of $2\,\mathrm{Ry}^*$, so an isolated donor has $\varphi=e^{-r}/\sqrt\pi$ and energy $-1/2$.

With hopping $-t$ between nearest donors and $-t_2$ between second neighbours, and $c_i=\cos k_iL$,

$$
E(\mathbf k)=E_0-2t(c_x+c_y+c_z)-4t_2(c_xc_y+c_yc_z+c_zc_x).
$$

Label the points with $\mathbf kL=(0,0,0),(\pi,0,0),(\pi,\pi,0),(\pi,\pi,\pi)$ as $\Gamma,X,M,R$. Their energies relative to $E_0$ are

$$
-6t-12t_2,\quad -2t+4t_2,\quad 2t+4t_2,\quad 6t-12t_2 .
$$

The point $R$ lies above $M$ if $t>4t_2$. The width is then

$$
W=E(R)-E(\Gamma)=12t,
$$

free of $t_2$. Also $E(M)-E(X)=4t=W/3$.

### Hopping from the flux between donors

Let $\psi_0$ be the real state at $\Gamma$ and $\psi_\pi$ the one at $X$. Multiply the Schrödinger equation of each by the other function, subtract, and integrate over the cell around one donor. The potential cancels, and Green's theorem leaves

$$
(E_X-E_\Gamma)\int\psi_0\psi_\pi\,dV=-\frac12\oint(\psi_0\,\partial_n\psi_\pi-\psi_\pi\,\partial_n\psi_0)\,dS .
$$

With the donor at the origin, both functions are even in each of $x$, $y$ and $z$. On the faces normal to $y$ and $z$ both are also periodic, so their normal derivatives vanish there. On the face $x=L/2$, $\psi_0$ is the sum of two equal tails, so $\psi_0=2\varphi$ and $\partial_x\psi_0=0$. There $\psi_\pi$ is the difference of the tails, so $\psi_\pi=0$ and $\partial_x\psi_\pi=2\partial_x\varphi$. The face $x=-L/2$ contributes equally. The overlap integral is 1 up to exponentially small terms, hence

$$
E_X-E_\Gamma=4\int\varphi\,|\partial_x\varphi|\,dS .
$$

Nearest-neighbour hopping gives $4t$ for the left side, so $t=\int\varphi|\partial_x\varphi|\,dS$.

For the bare tail, $|\partial_x\varphi|=(L/2r)\varphi$ on the face. With $\rho$ the distance from the axis, $r^2=\rho^2+L^2/4$ and $\rho\,d\rho=r\,dr$. The integrand is concentrated near the axis, so for large $L$ the face may be extended to infinity (at $L/a=8$ this adds about 2%):

$$
t_{\text{bare}}=\frac1\pi\int_{L/2}^{\infty}e^{-2r}\,\frac{L}{2r}\,2\pi r\,dr
=L\int_{L/2}^{\infty}e^{-2r}dr=\frac L2e^{-L}.
$$

### Effect of the other donors on the tail

Let $\delta(\mathbf r)$ be the electron's potential energy due to all other donors and the background, measured from its value at the donor. Write the tail as $\varphi\chi$. Since $\varphi$ solves the isolated problem and $\nabla\varphi=-\varphi\,\hat{\mathbf r}$, the equation for $\chi$ is

$$
\partial_r\chi=-\delta\,\chi+\tfrac12\nabla^2\chi .
$$

Here $\delta$ is of order $1/L$ and varies over a distance $L$, so the last term is of order $1/L^2$ and is dropped. The shift of the level, found below, is of order $1/L^3$ and is dropped too. On the axis,

$$
\chi(L/2)=\exp\Big(-\int_0^{L/2}\delta\,dx\Big).
$$

The hopping contains two tails, so it is multiplied by $F=\chi(L/2)^2$. Because $\delta$ scales as $1/L$, $F$ is a pure number.

The potential follows from an Ewald sum. With $L=1$, lattice vectors $\mathbf d$ and reciprocal vectors $\mathbf G$, the other donors and the background produce

$$
v(\mathbf r)=\sum_{\mathbf d\ne0}\frac{\operatorname{erfc}(\alpha|\mathbf r-\mathbf d|)}{|\mathbf r-\mathbf d|}-\frac{\operatorname{erf}(\alpha r)}r
+4\pi\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\alpha^2}}{G^2}\cos\mathbf G\cdot\mathbf r-\frac{\pi}{\alpha^2}.
$$

Each $1/r$ has been split into a short-range part and the smooth field of a Gaussian charge, which is summed over $\mathbf G$. Leaving out $\mathbf d=0$ removes the short-range part of the donor's own $1/r$, the second term removes its smooth part, and the last term makes the average of the full lattice potential zero. The electron is negative, so $\delta=v(0)-v(\mathbf r)$.

The background alone accounts for most of the result. Its charge density $-1/L^3$ gives $\nabla^2\delta=-4\pi/L^3$, whose spherical solution is $-(2\pi/3)r^2/L^3$. This part integrates to $-(2\pi/3)/24=-0.087$. The full sum gives $-0.1081$, so

$$
F=e^{2(0.1081)}=1.241 .
$$

The barrier between donors is lowered and the hopping rises by about a quarter. With $t=(FL/2)e^{-L}$ and $W=12t$, restoring units gives

$$
W\simeq12F\,\frac La\,e^{-L/a}\,\mathrm{Ry}^* ,\qquad L\gg a .
$$

### The required cell

The prefactor is $12(1.241)(30.77)=458$ meV. With $x=L/a$, the condition $W=1$ meV reads

$$
x=\ln458+\ln x=6.13+\ln x .
$$

Starting from $x=8$, iteration gives 8.21, 8.23 and finally 8.24. Therefore $L=16.47$ nm and $L/a_0=30.3$. Rounding up gives **$n=31$, or 238,328 atoms**, with $L=16.83$ nm.

This can be checked without tight binding by diagonalizing the same periodic one-electron problem in plane waves. The width is 1.15 meV at $n=30$ and 0.91 meV at $n=31$, which confirms the threshold. The law gives 0.85 meV at $n=31$, about 6% below the diagonalized value. The diagonalized prefactor exceeds $F$ by 6% at $L/a=8$ and by 8% at $L/a=10$; in a more complete basis both excesses are about 5%, and the width at $n=31$ falls by about 1%, to 0.90 meV (1.14 meV at $n=30$). These two points do not show the approach to $F$ expected at large $L$; they support the law as an estimate in this range. An 8% error in the prefactor moves $L$ by only about 0.2 nm.

At $L/a=8$ the diagonalization also gives $(E_M-E_X)/W=0.324$, close to $1/3$, and $t_2/t=0.055$, so $t>4t_2$ holds.

| $n$ | Atoms | $L/a$ | Diagonalized $W$ (meV) |
|---:|---:|---:|---:|
| 8 | 4,096 | 2.17 | 146 |
| 16 | 32,768 | 4.34 | 22.8 |
| 24 | 110,592 | 6.52 | 4.43 |
| 31 | 238,328 | 8.42 | 0.91 |

At $n=8$ the width is nearly five times $\mathrm{Ry}^*$, so the picture of weakly coupled donor levels has failed.

The envelope radius matters more than the prefactor. At fixed $\varepsilon$, with $\mathrm{Ry}^*\propto1/a$, the law gives $n=28$ for $a=1.8$ nm, 33 for 2.2 nm and 37 for 2.5 nm. Because the law is about 5% low, these values can be one unit too small. For $a=2.2$ nm, $n=33$ has the same $L/a$ as $n=30$ above; its diagonalized width is about 1.03 meV, so $n=34$ is needed. For $a=2.5$ nm, $n=37$ lies on the threshold to within a fraction of a percent.

### Level position is a separate question

The background convention places the band centre at

$$
E_0\simeq-\frac12+\frac{2.837}{L}-\frac{2\pi}{L^3}.
$$

The second term is the potential energy at the donor and depends on the chosen zero. The third is the mean of $-(2\pi/3)r^2/L^3$ with $\langle r^2\rangle=3$. The average $(E_\Gamma+3E_X+3E_M+E_R)/8$ cancels both $t$ and $t_2$. At $L/a=8$ it is $-0.1569$, against $-0.1576$ from the formula; a more complete basis lowers the first value by about 0.001, so the two agree to about that accuracy. If only the level position is wanted, such an average removes the leading effect of the band width. The two power-law terms remain: at $n=31$ they are about 21 meV and $-0.65$ meV, and within this model they must be subtracted before the level is compared with that of an isolated donor.

These corrections belong to the uniform background and should not be applied unchanged to a neutral supercell. If each of the other donors carries a rigid 1s electron cloud, the images are neutral: the $2.837/L$ term vanishes, $F$ is close to 1, and the width law gives $n=30$ instead of 31.

### Anisotropic mass and valleys

Silicon has six conduction valleys, at distance $k_0\approx0.85(2\pi/a_0)$ from the zone centre. The donor ground state is taken as their equal sum. With cross terms between valleys neglected, each valley contributes its own hopping times $\cos(\mathbf k_\mu\cdot\mathbf d)$. For a hop along $x$, four valleys have $\mathbf k_\mu$ perpendicular to the hop and two have it parallel:

$$
t=\frac{4t_T+2t_L\cos k_0L}{6},\qquad W=8t_T+4t_L\cos k_0L .
$$

Here $t_T$ and $t_L$ are the hoppings of one valley across and along its heavy axis. If the envelopes were isotropic, $t_T=t_L$, the single-envelope width would be multiplied by $(2+\cos k_0L)/3$. This factor lies between $1/3$ and 1. At $n=31$ it is 0.47 if $k_0$ is exactly $0.85(2\pi/a_0)$, but 0.99 for $0.84(2\pi/a_0)$, so the rough valley position does not fix its value.

The real masses are roughly 0.19 (transverse) and 0.92 (longitudinal) electron masses. A single anisotropic valley has $E(R)-E(\Gamma)=8t_T+4t_L$, which equals $W$ when $t_L$ is negligible. Diagonalization at $n=36$ gives the $t_L$ term a share of order 0.1% (0.06% in the basis used here, about 0.10% in a larger one), so the interference hardly matters there. The light transverse mass produces a longer tail, and the cell must grow.

### Central-cell potential

The anisotropic model binds the electron by 30 meV; phosphorus binds it by roughly 45 meV. To represent the difference, a Gaussian well $\propto e^{-r^2/s^2}$ with $s=0.5$ nm is added and its depth adjusted to give 45.0 meV in the $n=36$ cell, where the periodic images contribute about 0.25 meV (about 0.5 meV without the well). Far from the donor the transverse decay length is $\hbar/\sqrt{2m_TE_b}$, where $E_b$ is the binding energy. Stronger binding shortens it by a factor of $\sqrt{30/45}\approx0.8$.

| Envelope model | $W$ at $n=31$ (meV) | Required $n$ | $L$ (nm) | Atoms |
|---|---:|---:|---:|---:|
| Isotropic, $a=2.0$ nm | 0.91 | 31 | 16.83 | 238,328 |
| Anisotropic mass | 2.35 | 36 | 19.55 | 373,248 |
| Anisotropic, with well | 0.50 | 29 | 15.75 | 195,112 |

The two corrections act in opposite directions. The second is the larger here, so the isotropic estimate with $a=2.0$ nm lies between the two anisotropic results. This depends on the choice of $a$: the values $n=28$ and 37 found above for $a=1.8$ and 2.5 nm lie outside that range. The last row depends only weakly on the chosen well radius: for radii from 0.25 to 1.0 nm, with the depth refitted each time, diagonalization in a more complete basis gives widths from 0.54 to 0.58 meV at $n=31$ and the same $n=29$. It is the row most sensitive to the plane-wave basis: a larger basis, with the well depth readjusted to 45.0 meV, raises the width at $n=31$ by 8 to 10%, to about 0.55 meV, and leaves the required $n=29$ unchanged. The row without the well moves by about 1%, to 2.33 meV, with $n=36$ unchanged. The comparison of the last two rows has a practical consequence: within this model, a description that binds the donor too weakly needs a larger cell.

### Comparison with real phosphorus-doped silicon

The $n=31$ cell corresponds to $2.1\times10^{17}$ donors per cm³. Real donors are placed at random, so their spacings vary, whereas the model gives them all the same spacing. Even in the periodic model, going from $n=31$ to $n=16$, about half the spacing, raises $W$ by a factor of 25; close pairs in a random arrangement are therefore coupled far more strongly than the average spacing suggests.

Electron repulsion is also absent from $W$. For two electrons in the same undistorted 1s envelope, with radial density $p(r)=4r^2e^{-2r}$,

$$
U=2\int_0^\infty\frac{p(r)}r\int_0^rp(s)\,ds\,dr .
$$

The inner integral is $1-e^{-2r}(1+2r+2r^2)$, so

$$
U=8\int_0^\infty r\,e^{-2r}dr-8\int_0^\infty(r+2r^2+2r^3)e^{-4r}dr=2-\frac{11}8=\frac58 .
$$

This is 38.5 meV. It exceeds the binding energy $\mathrm{Ry}^*=30.8$ meV, so the undistorted envelope overestimates $U$. If the two electrons are allowed different radii, a variational estimate gives $U\lesssim30$ meV, still more than thirty times the width at $n=31$. The half-filled one-electron band would be metallic, but with $U\gg W$ that is no prediction of conduction. Here $W$ measures the coupling between periodic images and serves as a criterion for cell size. The computed values are collected in the numerical output below.

## Table of computed values

```
lattice constant 0.543 nm, permittivity 11.7
envelope Bohr radius 2.0 nm, target width 1.0 meV
effective Rydberg 30.77 meV, Hartree 61.54 meV
lattice potential constant 2.8373 (Hartree* a/L)
integral of delta, 0 to L/2: -0.1081
tail enhancement F 1.2414
L/a=8: diagonalized prefactor 1.311, ratio to F 1.056
L/a=10: diagonalized prefactor 1.339, ratio to F 1.079
width change with larger cutoff, L/a=8: -0.47 %
(E_M-E_X)/W at L/a=8: 0.3237
second/first neighbour hopping at L/a=8: 0.0554
band centre at L/a=8: -0.1569, formula -0.1576 Hartree*
law: L/a 8.236, L 16.47 nm
law: L/lattice constant 30.34, n 31
law: atoms 238328, width at this n 0.853 meV
diagonalization: n 31, L 16.83 nm, atoms 238328
diagonalized width at n=30: 1.147 meV
diagonalized width at n=31: 0.907 meV
donor density at n=31: 2.10e+17 cm^-3
n=8, atoms 4096, L/a 2.17: diagonalized width 145.62 meV
n=16, atoms 32768, L/a 4.34: diagonalized width 22.76 meV
n=24, atoms 110592, L/a 6.52: diagonalized width 4.43 meV
law with a=1.8 nm: L 15.04 nm, n 28, atoms 175616
law with a=2.2 nm: L 17.88 nm, n 33, atoms 287496
law with a=2.5 nm: L 19.95 nm, n 37, atoms 405224
masses: transverse 0.19, longitudinal 0.92 electron masses
anisotropic valley: binding 30.1 meV (in n=36 cell)
anisotropic width at n=31: 2.35 meV
anisotropic: n 36, L 19.55 nm, atoms 373248
longitudinal share of that width 0.06 %
central-cell well: radius 0.5 nm, binding 45.0 meV
with well: width at n=31: 0.50 meV
with well: n 29, L 15.75 nm, atoms 195112
isotropic valley interference factor at n=31: 0.471
on-site repulsion 0.6250 Hartree*, 38.5 meV
```
